# Why discrete rays draw false stripes in a shadowed trench

When a broad source of atoms is replaced by a finite set of directions, the direct flux computed inside a trench becomes a staircase. A surface point counts each ray as fully visible or fully hidden, so the flux jumps wherever a ray grazes a corner of the mouth. Deep in the trench only a few rays are visible, and each carries a large share of the flux. For evenly spaced rays in the cross-section, \(n\) of which are seen from a point deep on a wall, the relative error swings between about \(-1/n\) and \(+1/n\) when \(n\) is large. When \(n\) is small the swing is lopsided: with three rays at \(5^\circ\) spacing it runs from −26% to +44%. The true flux has no such jumps.

The cause is the all-or-nothing treatment of the shadow edge. Discreteness alone does no harm: on open ground the same rays give the same flux everywhere, and in the trench the same angular cells give a nearly correct flux once the last one is cut at the shadow edge. A trench with straight walls is simple enough to show all this in closed form.

## The true flux

Take a long trench of width \(w\) and depth \(d\). Let \(x\) run across it from the left wall and \(z\) downward from the mouth. The source above has uniform intensity \(F_0/\pi\) per unit solid angle, which gives a flux \(F_0\) on open horizontal ground. Atoms fly straight and stick where they first land. The profile is held fixed for now.

Describe a direction towards the source by its angle \(\theta\) from the vertical in the cross-section, positive to the right, and by its tilt \(\beta\) out of that plane. The solid angle is \(\cos\beta\,d\beta\,d\theta\). The surface normal lies in the cross-section, so the cosine of incidence is \(\cos\beta\) times its in-plane value \(c(\theta)\). Because the trench is long, visibility depends on \(\theta\) alone, and the tilt can be integrated out:

\[
dF=\frac{F_0}{\pi}\,c(\theta)\,d\theta\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta=\frac{F_0}{2}\,c(\theta)\,d\theta .
\]

For the left wall \(c=\sin\theta\) when \(\theta>0\), and zero otherwise. For the floor \(c=\cos\theta\).

A point on the left wall at depth \(z\) sees the source from \(\theta=0\) up to the opposite corner, at the opening angle \(\theta_m\) with \(\tan\theta_m=w/z\). Hence

\[
\frac{F}{F_0}=\frac12\int_0^{\theta_m}\sin\theta\,d\theta=\frac{1-\cos\theta_m}{2}.
\]

A floor point sees an angle \(a\) to the left of the vertical and \(b\) to the right, with \(\tan a=x/d\) and \(\tan b=(w-x)/d\), so

\[
\frac{F}{F_0}=\frac12\int_{-a}^{b}\cos\theta\,d\theta=\frac{\sin a+\sin b}{2}.
\]

Both results are smooth functions of position. Direct integration over three-dimensional directions agreed with them to within \(10^{-6}F_0\) at a wall point at \(z=800\) nm and a floor point at \(x=60\) nm, for the trench used below.

## What the rays compute

Divide the half-circle of angles into an even number \(N\) of cells of width \(\Delta=\pi/N\), and put one ray at the middle of each. Each ray stands for all tilts \(\beta\) at its angle. If a calculation also divides the tilt into a grid, all directions with the same \(\theta\) vanish together and count here as one ray. A grid in polar angle and azimuth about the vertical is different: its directions project onto many distinct values of \(\theta\), so the steps are more numerous and smaller. With \(5^\circ\) steps in both angles, the wall error between 634 and 902 nm in the trench used below stays within about ±7%. The error sizes derived here refer to evenly spaced in-plane angles. The rays that can strike the left wall have

\[
\theta_j=(j-\tfrac12)\Delta,\qquad j=1,2,\dots,N/2 .
\]

Followed upward from depth \(z\), ray \(j\) moves sideways by \(z\tan\theta_j\) before it reaches the mouth. It is lit if this distance is less than \(w\). As one goes down the wall, the ray therefore vanishes at

\[
z_j=w\cot\theta_j,
\]

and takes with it a flux \((\Delta/2)\sin\theta_j\) in units of \(F_0\). These are the stripe edges.

The number of lit rays follows from \((j-\tfrac12)\Delta<\theta_m\):

\[
n=\left\lfloor\frac{\theta_m}{\Delta}+\frac12\right\rfloor ,
\]

which is \(\theta_m/\Delta\) rounded to the nearest integer. To sum their contributions, use

\[
2\sin\frac{\Delta}{2}\,\sin\left[(j-\tfrac12)\Delta\right]=\cos[(j-1)\Delta]-\cos(j\Delta).
\]

Summed from \(j=1\) to \(n\), the right side telescopes to \(1-\cos n\Delta\). Therefore

\[
\frac{F_{\rm ray}}{F_0}=\frac{\Delta}{2}\sum_{j=1}^{n}\sin\theta_j
=\frac{1-\cos n\Delta}{2}\;\frac{\Delta/2}{\sin(\Delta/2)} .
\]

The last factor is close to one: it is 1.000317 for \(\Delta=5^\circ\). The rest is the true formula with \(\theta_m\) replaced by \(n\Delta\). The ray method thus gives nearly the right flux for the wrong opening, one whose angle has been rounded to a whole number of cells. All points whose opening angles round to the same value receive the same flux, and that is a stripe.

## Why the shadowed part suffers most

At an edge, the jump relative to the true flux is

\[
\frac{(\Delta/2)\sin\theta_j}{(1-\cos\theta_j)/2}=\Delta\cot\frac{\theta_j}{2},
\]

because \(\sin\theta/(1-\cos\theta)=\cot(\theta/2)\). It grows as the opening closes. Edges also exist near the mouth, but there each ray is a small part of the total.

The stripes also widen with depth. Since \(z=w\cot\theta\), two edges separated by a small angle \(\Delta\) are separated in depth by about

\[
\frac{w\Delta}{\sin^2\theta}=\frac{w^2+z^2}{w}\,\Delta .
\]

For small angles, \(1-\cos\theta\approx\theta^2/2\), and the relative error becomes

\[
\frac{F_{\rm ray}}{F}-1\approx\left(\frac{n\Delta}{\theta_m}\right)^2-1 .
\]

Within one stripe \(\theta_m\) runs from \((n+\tfrac12)\Delta\) at the top to \((n-\tfrac12)\Delta\) at the bottom. The error runs from

\[
\left(\frac{n}{n+1/2}\right)^2-1\approx-\frac1n
\qquad\text{to}\qquad
\left(\frac{n}{n-1/2}\right)^2-1\approx+\frac1n ,
\]

where the last forms hold for large \(n\). A stripe is too dark at its top and too bright at its bottom, and it is right in between.

If \(\theta_m<\Delta/2\), then \(n=0\) and the wall appears fully shadowed although the source is in view. With only 6 rays the steepest useful ray stands at \(15^\circ\). The foot of a wall with an opening of \(11.31^\circ\) then receives nothing, while its true flux is \(0.00971F_0\).

## A trench in numbers

Let \(w=200\) nm, \(d=1000\) nm and \(N=36\), so that \(\Delta=5^\circ\). At \(z=800\) nm the opening obeys \(\tan\theta_m=200/800\), which gives \(\theta_m=14.04^\circ\). The true flux is \((1-\cos14.04^\circ)/2=0.01493\) in units of \(F_0\). Since \(14.04/5+0.5=3.31\), three rays are lit. The rounded opening is \(15^\circ\), and the ray flux is \((1-\cos15^\circ)/2\times1.000317=0.01704\), which is 14% above the true value.

The same 0.01704 is assigned to the whole wall between the edges at 634.3 and 902.1 nm. Over this stretch the error relative to the true flux runs from −26.4% to +43.8%. The small-angle estimate for \(n=3\) gives \((3/3.5)^2-1=-27\%\) and \((3/2.5)^2-1=+44\%\). Below 902.1 nm the third ray is lost and the flux drops to 0.00760. Between 100 and 150 nm from the mouth, by contrast, the largest error is 8.1%.

The floor shows the fault more plainly, because its true flux is almost flat. A ray leaning right at \(\theta_j\) is lit for \(x<w-d\tan\theta_j\), and its mirror image for \(x>d\tan\theta_j\). Only the rays at \(\pm2.5^\circ\) and \(\pm7.5^\circ\) can reach the floor. Their edges lie at 43.66, 68.35, 131.65 and 156.34 nm, and from left to right the floor sees 2, 3, 2, 3 and 2 rays.

At \(x=56\) nm three rays give \(0.13044F_0\), where the true value is \(0.09922F_0\): an excess of 31%. In the middle two rays give \(0.08718F_0\) instead of \(0.09950F_0\), a deficit of 12%. The ratio of largest to smallest flux on the floor is 1.50 for the rays and 1.015 in truth.

The reason is a matter of counting. The visible window \(a+b\) is a little over \(11^\circ\) wide everywhere on the floor. A comb of rays with \(5^\circ\) spacing places either two or three teeth in it, depending on where the window lies.

For an open-ground film of 20 nm on a frozen profile, the jump of \(0.04359F_0\) becomes a step of 0.87 nm in a floor film that should be about 2.0 nm thick.

## Refinements that miss the cause

A finer surface mesh does not reduce the jump. Two points on either side of the 902.1 nm edge differ by \(0.01704-0.00760=0.00944\) in units of \(F_0\), and this difference was the same for spacings of 10, 1 and 0.1 nm. The mesh only draws the step more sharply.

A more accurate quadrature rule for the angles does not remove the jumps either. Any fixed set of directions gives a flux that is constant until a ray is lost. Where the true flux is continuous and the computed one jumps by \(J\), the error on at least one side is \(J/2\) or more. Since \(J\) is proportional to the weight of the lost ray, it falls as \(1/N\) for any rule whose weights do so. Crowding the rays towards the vertical would make the jumps deep in the trench smaller, but would not remove them.

Gauss–Legendre angles confirm this. With 36 of them the open-ground flux is correct to within \(10^{-12}F_0\), because the integrand there is smooth. On the wall, from \(z=200\) to 1000 nm, the largest absolute error fell very nearly as \(1/N\) between 36 and 576 directions, and so it did for equally spaced rays.

More rays do work, but slowly. To keep the error near a small fraction \(\varepsilon\), one needs \(n\approx1/\varepsilon\). Since \(n\approx\theta_m/\Delta=N\theta_m/\pi\),

\[
N\approx\frac{\pi}{\varepsilon\,\theta_m}.
\]

At the foot of the wall \(\theta_m=11.31^\circ=0.197\) rad. For \(\varepsilon=0.05\) this asks for 320 rays, rounded up to an even number. With that many, the largest error in the lowest 100 nm of the wall was 4.9%.

## Cutting the last cell

Now keep the 36 cells, but let each wall point use only the visible part of each cell. Let such a part have width \(h\le\Delta\) and midpoint \(m\). Its true contribution is

\[
\frac12\int_{m-h/2}^{m+h/2}\sin\theta\,d\theta=\sin m\,\sin\frac h2 ,
\]

while the midpoint rule gives \((h/2)\sin m\). Their ratio is \((h/2)/\sin(h/2)\), which is at least one and grows with \(h\). Every contribution is positive, so the relative error of the sum cannot exceed that of a full cell:

\[
0\le\frac{F_{\rm cut}}{F}-1\le\frac{\Delta/2}{\sin(\Delta/2)}-1\approx\frac{\Delta^2}{24}.
\]

For \(\Delta=5^\circ\) the bound is 0.032%. The largest error found between 100 and 1000 nm had the same value, against 43.8% for whole rays. The number of cells, the source and the profile are the same in both cases. The one change is that a cell now fades out gradually as the corner covers it. This identifies the shadow edge as the cause.

The bound relies on knowing the visible interval, which is easy here because a single corner limits it. With a more complicated profile, both ends may have to be searched for along the whole surface. There is still at most one visible interval if the solid is in one piece in the cross-section, because material between two open directions would have to be detached from the rest. A detached part, such as a suspended bar, can split the view into several intervals.

## Shifting the fan at random

Another remedy is to shift the whole fan by a random fraction \(\xi\) of a cell, uniform between 0 and 1. If \(g(\theta)\) is the visible integrand, the average over shifts is

\[
\int_0^1\Delta\sum_j g\big((j-1+\xi)\Delta\big)\,d\xi=\int g(\theta)\,d\theta ,
\]

because each term sweeps its own cell once. The mean is therefore the true flux.

The scatter comes mainly from the shadow edge. If the last lit ray lies a distance \(\delta\) below \(\theta_m\), the cell centred on it reaches \(\Delta/2-\delta\) beyond the edge. The sum is too large by about \((\Delta/2-\delta)\,g(\theta_m)\). The other end, at \(\theta=0\), adds nothing at this order because \(\sin\theta\) vanishes there. Since \(\delta\) is uniform between 0 and \(\Delta\), the root-mean-square deviation is \(\Delta\,g(\theta_m)/\sqrt{12}\). With \(g=\tfrac12\sin\theta\), its size relative to the true flux is

\[
\frac{\Delta\,\sin\theta_m}{\sqrt{12}\,(1-\cos\theta_m)} .
\]

At \(z=800\) nm and 36 rays, sampling the shifts gave 21%. The error of a single random fan is thus similar in size to that of a fixed one. The gain is that independent shifts at successive times average towards the true flux, while a fixed fan repeats the same error.

## When the edges move

The film also grows on the corners, so the mouth narrows and the edges travel. Suppose first that the corner opposite the left wall moves inward at constant speed by a total distance \(s\), with everything else held fixed. Ray \(j\) reaches depth \(z\) until the mouth width has shrunk to \(z\tan\theta_j\). It is therefore lit for the fraction \((w-z\tan\theta_j)/s\) of the time, limited to values between 0 and 1. In the film, the sharp step becomes a ramp between \((w-s)\cot\theta_j\) and \(w\cot\theta_j\), with length \(s\cot\theta_j\).

A flat plateau survives above this ramp if the ramp starts deeper than the edge of the next ray:

\[
(w-s)\cot\theta_j>w\cot\theta_{j+1}
\quad\Longrightarrow\quad
s<w\left(1-\frac{\tan\theta_j}{\tan\theta_{j+1}}\right).
\]

The wall just below the mouth receives \(F_0/2\), so a 20 nm open film moves the corner by about 10 nm, or slightly less because the film on the opposite corner hides a little of the source. A flat lip that moves only sideways by 10 nm smears the edge at 902.1 nm over 45 nm, and the plateau above it would need a travel of 59 nm to close. A real corner also rises. A facet tilted by \(\gamma\) grows at \((1+\cos\gamma)/2\) of the open rate, which rounds the corner into an arc of radius about 10 nm centred about 10 nm above its old position. For a ray at \(\theta_j\) this acts like a flat lip of \(10(\sec\theta_j+\tan\theta_j)\) nm, or 12.5 nm at \(12.5^\circ\), so the ramp is about 56 nm long. The plateau still survives. Motion thus softens stripes that were already there.

On the floor, let both corners move inward as flat lips that do not rise, with the floor held fixed; rounded, rising corners shift the limits below by about a nanometre for a 20 nm film. The left three-ray band begins at \(43.66+s\) and ends at \(68.35-s\), in nm. After 10 nm of travel a strip from 53.66 to 58.35 nm has been lit by three rays throughout, and the largest-to-smallest thickness ratio is still 1.50.

After 25 nm the ratio is 1.01, and the reason is a coincidence. A point \(x\) inside the original band keeps one of the two edge rays for a travel \(x-43.66\), and the other for \(68.35-x\). The sum is 24.69 nm wherever the point lies. Divided by 25 nm, this is almost one full ray, just as outside the band. A smooth final film therefore does not prove that the flux was smooth while it grew.

## Beside a real process

The numbers are a rough model of a sputtered metal liner. The model wall foot collects about 1% of the open film, or 0.19 nm on average, less than one atomic layer. A real process could use a more directional flux, for instance of ions, and energetic ions may resputter metal from the floor. Neither effect is sized here, and the thicknesses should not be read as predictions.

Other omissions can be estimated:

- **Re-emission.** If 10% of arriving atoms leave again in a cosine distribution, they add 26% to the direct flux near 800 nm on the wall. The floor band contrast, taken as the largest-to-smallest ratio of ray flux to true flux, falls from 1.50 to 1.49. At a sticking probability of 0.1 the re-emitted flux at that depth is about 21 times the direct flux, and the contrast falls to 1.12. In these figures only the direct flux uses the rays, and the exchange between surfaces is integrated exactly; the contrast at low sticking changes if that exchange is also discretised. Low sticking hides the stripes without correcting the direct flux.
- **Gas and target.** At 3 mTorr and 300 K, with an assumed cross-section of \(4\times10^{-19}\) m², the free path is 2.6 cm for a fast atom and 1.8 cm for a thermal one, so collisions inside the trench are negligible. Over a 50 mm throw they are not, and they alter the assumed source. Without them, a uniformly emitting target of 150 mm radius would raise the wall flux at 800 nm by 9.5% relative to its own open-ground flux for a trench on the target axis. At 100 mm off the axis the change is 16% to 25%, depending on the orientation of the trench.
- **Narrowing.** Flat lips of 10 nm on both corners lower the true wall flux at 800 nm by 9.6%. The rounded, raised corners of a 20 nm film lower it by about 12%.
- **Surface diffusion.** With \(10^{13}\) hop attempts per second, 0.25 nm hops, 350 K and 5 s before burial, adatoms could cross a 25 nm floor band if the hop barrier were below about 0.7 eV. Adding such diffusion to a calculation could blur the bands, but it would be smoothing a numerical error.

These effects change the level of the flux or soften the film. None of them makes a whole angular cell disappear at a single depth, as the discrete rays do. The full set of values is in the numerical output.

## Computed values

```
trench width 200 nm, depth 1000 nm, open film 20 nm
rays 36, spacing 5.00 deg
open-ground flux/F0: even rays 1.000317, Gauss 1.000000
wall: depth nm | opening deg | rays seen | true F/F0 | ray F/F0 | error %
    300 | 33.69 | 7 | 0.08397 | 0.09045 | +7.7
    500 | 21.80 | 4 | 0.03576 | 0.03016 | -15.7
    640 | 17.35 | 3 | 0.02276 | 0.01704 | -25.1
    800 | 14.04 | 3 | 0.01493 | 0.01704 | +14.2
    900 | 12.53 | 3 | 0.01191 | 0.01704 | +43.1
   1000 | 11.31 | 2 | 0.00971 | 0.00760 | -21.7
wall edges below 400 nm (nm): [482.8 634.3 902.1]
error just below 634.3 nm edge -26.4 %
error just above 902.1 nm edge +43.8 %
worst wall error, depth 100-150 nm: 8.1 %
worst wall error, depth 600-1000 nm: 43.8 %
6 rays: flux/F0 at wall foot 0.00000, true 0.00971
floor edges (nm): [ 43.66  68.35 131.65 156.34]
floor: x nm | true F/F0 | ray F/F0 | true film nm | frozen ray film nm
     20 | 0.09857 | 0.08685 | 1.971 | 1.737
     56 | 0.09922 | 0.13044 | 1.984 | 2.609
    100 | 0.09950 | 0.08718 | 1.990 | 1.744
floor jump/F0 0.04359, in film 0.872 nm
floor max/min: true 1.0146, rays 1.5019
convergence order: even rays 1.002, Gauss rays 1.002
worst error with clipped cells 0.0317 %
random shift, rms noise at 800 nm: 21.2 %
rays for 5 % at wall foot 320, traced worst 4.92 %
corner travel during film 10.00 nm
ramp length of 902.1 nm edge 45.1 nm
travel that closes the plateau above it 59.4 nm
floor film max/min, travel 10 nm: 1.502
floor film max/min, travel 25 nm: 1.010
sticking 1.0: floor band contrast (ray/true max/min) 1.503, re-emitted/direct at 802 nm 0.0 %
sticking 0.9: floor band contrast (ray/true max/min) 1.486, re-emitted/direct at 802 nm 25.7 %
sticking 0.1: floor band contrast (ray/true max/min) 1.123, re-emitted/direct at 802 nm 2090.0 %
gas 3 mTorr, 300 K, cross-section 4e-19 m2: free path 2.59 cm
trench depth / free path 3.9e-05
target radius 150 mm, throw 50 mm: wall flux/F0 at 800 nm +9.5 %
both lips at end of film: true wall flux at 800 nm -9.6 %
diffusion inputs: layer 0.25 nm, rate 0.5 nm/s, attempts 1e+13 1/s, 350 K
floor band width 24.69 nm, layer burial time 5.02 s
hop barrier below which adatoms cross a band 0.67 eV
```
